**Counting statistics of a spinless level: numerical tests**

A level filled at rate $G_L$ and emptied at rate $G_R$ has the long-time generating function $K(x)=\frac G2[\sqrt{1+4a(e^x-1)}-1]$, where $G=G_L+G_R$, $a=G_LG_R/G^2$ and $x$ is the counting variable. Its derivatives at $x=0$ are the cumulant rates $c_k$, and $F=c_2/c_1=(G_L^2+G_R^2)/G^2$. The program asserts that $K$ agrees with the numerical eigenvalue for counting at either contact and with the Levitov integral, for three pairs of rates and four values of $x$. It compares the closed formula and the recursion for $c_1$ to $c_6$ with Taylor coefficients of the numerical eigenvalue. For $G_L=3$ and $G_R=1$ per ns it also tests the growth of the first four cumulants and the finite-time Fano factor against the number-resolved master equation, and $F$ against waiting-time moments found by quadrature. The output gives $F=0.625$, a current of 120 pA and a one-sided noise of $2.41\times10^{-29}\ \mathrm{A^2/Hz}$. At zero temperature, with the level centred in the bias window, the Fano factor is 0.600 at a bias energy of $10\hbar G$ and 0.623 at $100\hbar G$.

## Numerical verification

```python
"""Counting statistics of a spinless level at large bias.

Result under test: electrons enter at rate GL and leave at rate GR. With
G = GL + GR and a = GL*GR/G^2 the long-time cumulant generating rate is
    K(x) = (G/2) * (sqrt(1 + 4 a (exp(x) - 1)) - 1),
its derivatives at x = 0 are the cumulant rates c_k, and the Fano factor is
    F = c_2/c_1 = (GL^2 + GR^2)/(GL + GR)^2.
x is the counting variable, n the number of electrons sent to the right lead.
Rates are in 1/ns and times in ns. State order: (empty, occupied).
"""
from math import comb, factorial

import numpy as np
from scipy.constants import e as charge, hbar
from scipy.integrate import quad
from scipy.linalg import expm
from sympy.functions.combinatorial.numbers import stirling


def tilted_matrix(GL, GR, x_right=0.0, x_left=0.0):
    return np.array([[-GL, GR * np.exp(x_right)],
                     [GL * np.exp(x_left), -GR]])


def leading_eigenvalue(matrix):
    values = np.linalg.eigvals(matrix)
    return values[np.argmax(values.real)]


def K_formula(GL, GR, x):
    G = GL + GR
    a = GL * GR / G**2
    return 0.5 * G * (np.sqrt(1 + 4 * a * np.expm1(x)) - 1)


def fano_formula(GL, GR):
    return (GL**2 + GR**2) / (GL + GR)**2


def cumulants_closed(GL, GR, order):
    G = GL + GR
    a = GL * GR / G**2
    return np.array([
        G * sum((-1)**(m - 1) * factorial(2*m - 2) // factorial(m - 1)
                * int(stirling(k, m)) * a**m for m in range(1, k + 1))
        for k in range(1, order + 1)])


def cumulants_recursive(GL, GR, order):
    c = [0.0]
    for k in range(1, order + 1):
        pairs = sum(comb(k, j) * c[j] * c[k - j] for j in range(1, k))
        c.append((GL * GR - pairs) / (GL + GR))
    return np.array(c[1:])


def cumulants_from_eigenvalues(GL, GR, order, points=64):
    """Taylor coefficients of the numerical eigenvalue on the unit circle."""
    circle = np.exp(2j * np.pi * np.arange(points) / points)
    values = np.array([leading_eigenvalue(tilted_matrix(GL, GR, x))
                       for x in circle])
    return np.array([factorial(k) * np.mean(values * circle**(-k)).real
                     for k in range(1, order + 1)])


def number_distribution(GL, GR, time, n_max=70):
    """Solve the number-resolved master equation from a stationary start."""
    size = 2 * (n_max + 1)
    generator = np.zeros((size, size))
    for n in range(n_max + 1):
        empty, full = 2 * n, 2 * n + 1
        generator[empty, empty] = -GL
        generator[full, empty] = GL
        generator[full, full] = -GR
        if n < n_max:
            generator[empty + 2, full] = GR
    start = np.zeros(size)
    start[:2] = np.array([GR, GL]) / (GL + GR)
    p = expm(generator * time) @ start
    return p[0::2] + p[1::2]


def four_cumulants(p):
    n = np.arange(len(p))
    mean = p @ n
    m2, m3, m4 = [p @ (n - mean)**k for k in (2, 3, 4)]
    return np.array([mean, m2, m3, m4 - 3 * m2**2])


def transmission(w, GL, GR):
    return GL * GR / (w**2 + (GL + GR)**2 / 4)


def levitov_K(GL, GR, x):
    def integrand(w):
        return np.log1p(transmission(w, GL, GR) * np.expm1(x))
    return quad(integrand, -np.inf, np.inf, epsabs=1e-11)[0] / (2 * np.pi)


def finite_bias_fano(GL, GR, window):
    """Zero temperature, level centred, window = bias energy / hbar."""
    half = window / 2
    mean = quad(lambda w: transmission(w, GL, GR), 0, half, limit=200)[0]
    var = quad(lambda w: transmission(w, GL, GR)
               * (1 - transmission(w, GL, GR)), 0, half, limit=200)[0]
    return var / mean


# Generating function and cumulants, for several unequal pairs of rates
for gl, gr in ((3.0, 1.0), (0.4, 2.5), (1.0, 1.3)):
    for x in (-1.5, -0.4, 0.7, 1.6):
        K = K_formula(gl, gr, x)
        right = leading_eigenvalue(tilted_matrix(gl, gr, x))
        left = leading_eigenvalue(tilted_matrix(gl, gr, 0.0, x))
        assert abs(right - K) < 1e-11
        assert abs(left - K) < 1e-11
        assert abs(levitov_K(gl, gr, x) - K) < 1e-7
    numeric = cumulants_from_eigenvalues(gl, gr, 6)
    assert np.allclose(cumulants_closed(gl, gr, 6), numeric, atol=1e-9)
    assert np.allclose(cumulants_recursive(gl, gr, 6), numeric, atol=1e-9)
    assert abs(numeric[1] / numeric[0] - fano_formula(gl, gr)) < 1e-10
    a_test = gl * gr / (gl + gr)**2
    third = 1 - 6 * a_test + 12 * a_test**2
    fourth = 1 - 14 * a_test + 72 * a_test**2 - 120 * a_test**3
    assert abs(numeric[2] / numeric[0] - third) < 1e-9
    assert abs(numeric[3] / numeric[0] - fourth) < 1e-9

# Equal rates: every further cumulant is halved
g = 1.7
symmetric = cumulants_from_eigenvalues(g, g, 6)
assert np.allclose(symmetric, [g / 2**k for k in range(1, 7)], atol=1e-9)

# Worked example
GL, GR = 3.0, 1.0
G = GL + GR
a = GL * GR / G**2
F = fano_formula(GL, GR)
c = cumulants_closed(GL, GR, 6)
gap_values = np.sort(np.linalg.eigvals(tilted_matrix(GL, GR)).real)
assert np.allclose(gap_values, [-G, 0.0], atol=1e-12)
relaxed = expm(tilted_matrix(GL, GR) * 20.0) @ np.array([1.0, 0.0])
assert abs(relaxed[1] - GL / G) < 1e-12

# Growth of the cumulants of the full number distribution
p10 = number_distribution(GL, GR, 10.0)
p20 = number_distribution(GL, GR, 20.0)
assert abs(p20.sum() - 1) < 1e-11
growth = (four_cumulants(p20) - four_cumulants(p10)) / 10.0
assert np.allclose(growth, c[:4], atol=1e-7)

# Fano factor for a finite counting time
finite_time = {}
for time in (0.1, 1.0, 10.0):
    k1, k2 = four_cumulants(number_distribution(GL, GR, time))[:2]
    finite_time[time] = k2 / k1
    law = F + (1 - F) * (1 - np.exp(-G * time)) / (G * time)
    assert abs(finite_time[time] - law) < 1e-9

# Waiting time between exits, from evolution without a further exit
no_exit = np.array([[-GL, 0.0], [GL, -GR]])


def waiting_moment(power):
    def integrand(s):
        return s**power * GR * expm(no_exit * s)[1, 0]
    return quad(integrand, 0, 50, epsabs=1e-10, limit=200)[0]


w0, w1, w2 = [waiting_moment(k) for k in range(3)]
wait_var = w2 - w1**2
assert abs(w0 - 1) < 1e-8
assert abs(w1 - (1 / GL + 1 / GR)) < 1e-8
assert abs(wait_var / w1**2 - F) < 1e-7

# Approach to the large-bias value
F10 = finite_bias_fano(GL, GR, 10 * G)
F100 = finite_bias_fano(GL, GR, 100 * G)
assert abs(F100 - F) < abs(F10 - F) < 0.05
assert abs(F100 - F) < 0.005

current = charge * c[0] * 1e9
noise = 2 * charge * current * F

print(f"GL = {GL:.1f} 1/ns")
print(f"GR = {GR:.1f} 1/ns")
print(f"G = GL + GR = {G:.1f} 1/ns")
print(f"a = GL GR/G^2 = {a:.4f} (no unit)")
print(f"stationary occupation = {relaxed[1]:.4f} (no unit)")
print(f"eigenvalues at x=0: {gap_values[1]:.4f}, {gap_values[0]:.4f} 1/ns")
for k in range(6):
    print(f"c_{k+1} = {c[k]:.6f} 1/ns; c_{k+1}/c_1 = {c[k]/c[0]:.6f}")
print(f"Fano factor F = {F:.4f} (no unit)")
print(f"current = {current*1e12:.2f} pA")
print(f"one-sided noise 2eIF = {noise:.4e} A^2/Hz")
print(f"Poisson noise 2eI = {2*charge*current:.4e} A^2/Hz")
for k in range(4):
    print(f"growth of cumulant {k+1}, 10 to 20 ns = {growth[k]:.6f} 1/ns")
for time, value in finite_time.items():
    print(f"F(t) at t = {time:.1f} ns: {value:.4f} (no unit)")
print(f"mean waiting time = {w1:.4f} ns")
print(f"waiting-time variance = {wait_var:.4f} ns^2")
print(f"variance/mean^2 of waiting time = {wait_var/w1**2:.4f} (no unit)")
for x in (-0.4, 0.7):
    print(f"K({x}) formula = {K_formula(GL, GR, x):.6f} 1/ns")
    print(f"K({x}) Levitov integral = {levitov_K(GL, GR, x):.6f} 1/ns")
print(f"level width hbar G = {hbar*G*1e9/charge*1e6:.3f} micro-eV")
print(f"F at bias energy 10 hbar G = {F10:.4f} (no unit)")
print(f"F at bias energy 100 hbar G = {F100:.4f} (no unit)")
print("no test failed")
```

It prints:

```
GL = 3.0 1/ns
GR = 1.0 1/ns
G = GL + GR = 4.0 1/ns
a = GL GR/G^2 = 0.1875 (no unit)
stationary occupation = 0.7500 (no unit)
eigenvalues at x=0: 0.0000, -4.0000 1/ns
c_1 = 0.750000 1/ns; c_1/c_1 = 1.000000
c_2 = 0.468750 1/ns; c_2/c_1 = 0.625000
c_3 = 0.222656 1/ns; c_3/c_1 = 0.296875
c_4 = 0.086426 1/ns; c_4/c_1 = 0.115234
c_5 = 0.066101 1/ns; c_5/c_1 = 0.088135
c_6 = 0.049553 1/ns; c_6/c_1 = 0.066071
Fano factor F = 0.6250 (no unit)
current = 120.16 pA
one-sided noise 2eIF = 2.4065e-29 A^2/Hz
Poisson noise 2eI = 3.8505e-29 A^2/Hz
growth of cumulant 1, 10 to 20 ns = 0.750000 1/ns
growth of cumulant 2, 10 to 20 ns = 0.468750 1/ns
growth of cumulant 3, 10 to 20 ns = 0.222656 1/ns
growth of cumulant 4, 10 to 20 ns = 0.086426 1/ns
F(t) at t = 0.1 ns: 0.9341 (no unit)
F(t) at t = 1.0 ns: 0.7170 (no unit)
F(t) at t = 10.0 ns: 0.6344 (no unit)
mean waiting time = 1.3333 ns
waiting-time variance = 1.1111 ns^2
variance/mean^2 of waiting time = 0.6250 (no unit)
K(-0.4) formula = -0.264788 1/ns
K(-0.4) Levitov integral = -0.264788 1/ns
K(0.7) formula = 0.653537 1/ns
K(0.7) Levitov integral = 0.653537 1/ns
level width hbar G = 2.633 micro-eV
F at bias energy 10 hbar G = 0.5998 (no unit)
F at bias energy 100 hbar G = 0.6226 (no unit)
no test failed
```
